How vibrationally excited nitrogen refills the electron distribution near 2–4 eV

Q: In my nitrogen discharge model, the electron energy distribution drops steeply between 2 and 4 eV when the gas is vibrationally cold. What makes that drop?

A: Nitrogen has a short-lived negative-ion resonance in this range. An electron captured there often leaves the molecule vibrating and departs with less energy. The field must carry electrons up through a region where vibrational excitation keeps sending them down.

To make this quantitative, take a steady, uniform field and electrons scattered isotropically. I use atomic units in the algebra, so the electron has unit mass and charge, and its energy is ε = v²/2. Let E be the force on it, N the gas density and σm the total collision cross section. With μ the cosine of the angle between velocity and force, write the velocity distribution as

F = f(ε) + μ f₁(ε).

Dropping higher angular terms is the two-term approximation. The normalization is ∫ f √ε dε = 1.

The steady Boltzmann equation says that E ∂F/∂v_z equals the collision term. The part proportional to μ gives

E df/dv = −N v σm f₁,

because isotropic scattering leaves no preferred direction. Since df/dv = v df/dε, this becomes

f₁ = −(E/N) f′/σm,

where a prime means d/dε.

For the isotropic part, use μf₁ = v_z(f₁/v). Its derivative along v_z is f₁/v + μ²v d(f₁/v)/dv. The angular average of μ² is 1/3, so the average is

f₁/v + (1/3)(df₁/dv − f₁/v) = [1/(3v²)] d(v²f₁)/dv.

With v² = 2ε and d/dv = v d/dε, the field term is

[E v/(3ε)] (εf₁)′ = −(N v/ε)(A f′)′,

A(ε) = (E/N)² ε/(3σm).

Thus −A f′ is an upward flux in energy, apart from a common factor. It is positive when f falls with energy.

Q: And the collisions?

A: Multiply the equation by ε/(Nv). A process with cross section σ then removes electrons at the rate εσf. Let w be the vibrational quantum, and let x₀ and x₁ be the fractions of molecules in the lower and upper levels, with x₀ + x₁ = 1. Define q(ε) = εσ(ε), where σ is the excitation cross section. Electrons at u fall to u − w at the scaled rate x₀q(u)f(u).

Q: What about the reverse collision? I would not want to guess its cross section.

A: You need not. A superelastic collision takes an electron from u − w to u while the molecule loses its quantum. Time reversal makes the scattering matrix S symmetric. For each partial wave, a cross section is proportional to |S|²/k², where k is the incident wave number and k² is twice the energy. The forward and reverse elements have equal magnitude, and the two vibrational levels have equal degeneracy. Hence

(u − w)σs(u − w) = uσ(u) = q(u).

The upward rate is therefore x₁q(u)f(u − w). The same resonance that removes electrons at u also returns them from u − w. The net downward flux density for this pair of energies is

J(u) = q(u)[x₀f(u) − x₁f(u − w)].

An energy ε gains electrons from the pair above it and loses them to the pair below, so

(A f′)′ + J(ε + w) − J(ε) + electronic terms = 0.

The electronic terms describe one lumped electronic excitation with energy loss U. It takes electrons from u to u − U at the rate qₑ(u)f(u), where qₑ is energy times its cross section.

Q: When you say the fluxes are balanced, do you mean J = 0?

A: Only in a special limit. Suppose the level populations define a vibrational temperature Tv, measured in energy units:

r = x₁/x₀ = exp(−w/Tv).

Setting J(u) = 0 gives f(u)/f(u − w) = r. An exponential with that ratio falls as exp(−ε/Tv). But then vibration provides no net drain to oppose the field.

For the driven balance, integrate the kinetic equation from ε to infinity, where f and the fluxes vanish. The shifted integral of J(u + w) starts at ε + w, so it cancels all of the other integral except the first interval of width w:

−A f′(ε) = ∫ J(u) du + Φₑ, with u from ε to ε + w,

Φₑ = ∫ qₑ(u)f(u) du, with u from ε to ε + U.

The last interval contains the electronic collisions that carry an electron from above ε to below it. Moving the superelastic part of J to the left gives the balance in words:

field flux up + superelastic flux up = vibrational flux down + electronic flux down.

Q: How does that balance set the steepness of f?

A: Let s = −f′/f be the logarithmic slope. If A, q and s change little over one quantum, then near ε

f(u) = f(ε) exp[−s(u − ε)],

f(u − w) = f(u) exp(sw).

The bracket in J becomes f(u)[x₀ − x₁exp(sw)]. The integral of the exponential over one quantum is f(ε)[1 − exp(−sw)]/s. Dividing the balance by f(ε), and writing φ = Φₑ/f(ε), gives

A s = φ + q [(1 − exp(−sw))/s] [x₀ − x₁exp(sw)].

First take φ = 0. The left side rises from zero with s. On the right, both bracketed factors decrease with s. Their product starts at w(x₀ − x₁), which is positive, and reaches zero at s = 1/Tv. There is therefore one positive root, and it lies below 1/Tv.

Now raise x₁, with x₀ = 1 − x₁. The last bracket decreases at every s, so the root moves to smaller s. The distribution becomes less steep. This is the refilling mechanism at fixed E/N.

Q: Can I see the same thing as a friction force?

A: Yes, when sw is small. Multiply out the two factors:

(1 − exp(−sw))(x₀ − x₁exp(sw))
= 1 − x₀exp(−sw) − x₁exp(sw)
= sw(x₀ − x₁) − s²w²/2 + terms of order (sw)³.

With φ = 0, division by s leads to

A s = qw(x₀ − x₁) − qw²s/2,

s ≈ qw(x₀ − x₁)/(A + qw²/2).

The numerator is the net drag toward low energy. In the denominator, A is diffusion in energy caused by the field, and qw²/2 is diffusion caused by random steps of ±w. Excited molecules reduce the drag but leave the vibrational diffusion in place. If the two levels become equally populated, the drag vanishes and this slope goes to zero.

Q: Why does this happen near 2–4 eV and not everywhere?

A: Compare the vibrational rate with the field diffusion:

q/A = 3σσm/(E/N)².

The explicit energy factors cancel. For constant σm, the ratio follows the vibrational cross section, so the resonance selects the window. Well above the window the vibrational drag fades, and the slope is governed mainly by the flux that continues upward to electronic excitation.

Q: Let us put in numbers for a processing discharge.

A: Take 1 Torr of gas at 500 K and a reduced field of 40 Td, which corresponds to 7.7 V/cm. Let the vibrational temperature be 4000 K, or 0.345 eV. With w = 0.29 eV,

r = exp(−0.29/0.3447) = 0.431,

x₀ = 1/(1 + r) = 0.699, x₁ = r/(1 + r) = 0.301.

I model the vibrational cross section by a Gaussian centred at 2.4 eV, with standard deviation 0.6 eV and peak 3 Å². I set σm = 20 Å². The electronic cross section is 2(1 − U/ε) Å² above U = 7.25 eV and zero below. These are round model choices.

Since 1 Td is 0.1 V Å², the field enters as 4 V Å². At 2.4 eV,

A = 4² × 2.4/(3 × 20) = 0.640 eV³ Å²,

q = 2.4 × 3 = 7.20 eV Å².

For cold gas, x₀ = 1 and x₁ = 0. The slope equation without φ gives s = 2.36 eV⁻¹. To verify the root, sw = 0.685, and

As² = 0.640 × 2.362² = 3.57,

q[1 − exp(−0.685)] = 7.20 × 0.496 = 3.57,

both in eV Å².

For the excited gas the root is 0.889 eV⁻¹. Now sw = 0.258, and the two sides are

As² = 0.640 × 0.889² = 0.506,

q(1 − 0.773)(0.699 − 0.301 × 1.294) = 0.506,

again in eV Å².

The friction formula gives 2.21 eV⁻¹ for cold gas and 0.88 eV⁻¹ for excited gas. It is closer in the second case because sw is smaller.

Q: Those are local estimates. What does the whole distribution do?

A: I solved the kinetic equation over energy with the same cross sections and field. The values of f, in eV⁻³ᐟ², are:

at 2 eV: 0.153 cold, 0.174 excited;
at 3 eV: 0.0167 cold, 0.0678 excited;
at 4 eV: 0.0078 cold, 0.0424 excited.

The change is small at 2 eV, but f rises about fourfold at 3 eV and more than fivefold at 4 eV. A measure that does not depend on normalization is f(4 eV)/f(2 eV). It is 0.051 in cold gas and 0.244 in excited gas, so the refill factor is 4.8. With vibrational collisions removed altogether, the ratio is 0.55. Vibrational loss therefore causes most of the original depletion, and excitation of the gas removes only part of it.

The full slopes at 2.4 eV are 2.46 eV⁻¹ cold and 1.02 eV⁻¹ excited. The slope equation with the calculated φ gives 2.41 and 1.00 eV⁻¹, about 2% below the full values. On the flanks of the resonance, at 1.8 and 3.4 eV, q and s change faster and the slope equation is off by about 15 to 25%. Leaving out φ would lower the excited estimate to 0.89 eV⁻¹. Electrons passing through the window to reach electronic excitation thus make a visible contribution.

Q: How nearly do the vibrational fluxes balance there?

A: Set the downward vibrational flux across 2.4 eV to 1 in the excited gas. The superelastic return is 0.578, the field flux is 0.505, and the electronic flux down is 0.083. Thus

0.505 + 0.578 = 1.083 = 1 + 0.083.

All four processes balance, but the two vibrational fluxes do not cancel each other. In cold gas the return is zero, and the field must supply the whole upward flux, 1.026 on the same kind of scale.

Q: Then is the vibrating gas heating my electrons?

A: It returns energy to individual electrons, but at this field it does not heat the electron population on balance. Integrate the flux equation over ε. Each u in the vibrational integral is counted over an interval of length w, and each u in the electronic integral over an interval U. Therefore

∫ A(−f′)dε = w∫J(u)du + U∫qₑ(u)f(u)du.

The left side is the scaled power from the field. In the excited gas, 52% of it still goes into vibration and 48% into electronic excitation. These shares, and the mean energies below, belong to the single modest vibrational cross section of this model. With the stronger multi-quantum loss of the rough trial in the last answer, more than 97% goes into vibration and the mean energy stays at about 1 eV or below. Over all energies there are 0.547 superelastic events per vibrational excitation event. Refilling here means a smaller net loss, not a net energy gain from vibration. At this fixed field, the mean electron energy nevertheless rises from 1.36 to 2.52 eV, because the drain is weakened.

Q: Could the effect simply be that fewer molecules remain in the lower level?

A: That is part of it in a two-level gas. The drag contains

x₀ − x₁ = 1 − 2x₁.

One x₁ comes from the missing lower-level molecules, and the other from superelastic return. At the level of the drag, the contributions are equal.

Their effects on f need not be equal. I kept x₀ = 0.699 but switched off superelastic collisions, which is a control and not a physical gas. The refill factor was then 1.9. Restoring the return raised it to 4.8, a further factor of about 2.5. Loss of absorbers alone does not account for the result.

Q: Can I read Tv from the slope in the window?

A: Not at 40 Td. The excited slope is 1.02 eV⁻¹, while 1/Tv is 2.90 eV⁻¹. Interpreting the slope as a Boltzmann factor would give a temperature near 1 eV, almost three times Tv.

The zero-field limit shows when the reading becomes valid. With φ = 0 and A tending to zero, the slope equation requires

x₀ − x₁exp(sw) = 0, hence s = 1/Tv.

A calculation with constant coefficients, q = 7.20 eV Å² and A = 0.01 eV³ Å², gave 2.80 eV⁻¹. Because A varies as the square of the field, this A corresponds to 5 Td at 2.4 eV. The slope is then 3% below 1/Tv.

In the full excited distribution, the ratio of return to loss for the pair 2.11 and 2.4 eV is r f(2.11 eV)/f(2.4 eV). It rises from 0.58 at 40 Td to 0.75 at 20 Td and 0.91 at 10 Td, with Tv fixed. Pairwise balance is approached as the field weakens.

There is a further condition. At s = 1/Tv the vibrational term in the slope equation is zero. If φ exceeds A/Tv, the root must therefore lie above 1/Tv. The local net vibrational flux is then upward and helps feed the electronic loss. A weak field gives a Boltzmann slope only if this sink is weak as well.

Q: What happens if I change the vibrational temperature?

A: At 40 Td, the refill factor relative to the same cold gas is 2.3 at 2000 K, 4.8 at 4000 K and 6.4 at 6000 K. The growing upper-level fraction lowers the drag. This comparison holds E/N fixed; a discharge that adjusts its own field need not follow these numbers.

Q: Real nitrogen has many vibrational levels. Does the two-level answer survive?

A: The mechanism does, but the number changes. Consider a harmonic ladder with populations

p_v = (1 − r)r^v, v = 0, 1, 2, …

Assume the same cross section for every one-quantum excitation. Molecules in every level can absorb, so the weight of electron energy loss is Σp_v = 1. Every level except v = 0 can return a quantum, so the return weight is 1 − p₀ = r. The drag factor is now

1 − r = 0.569,

instead of x₀ − x₁ = 0.397. The excited molecules no longer cease to absorb, and the refill factor falls from 4.8 to 3.7. In this ladder all of the refilling comes from superelastic return.

The equal cross sections matter. If the cross section from v to v + 1 grew as v + 1, as for a harmonic oscillator with linear coupling, the loss weight would be 1/(1 − r) and the return weight r/(1 − r). Their difference is 1, so the leading drag would be the same as in cold gas. Only the random steps up and down would become more frequent, and the refill factor would be 2.3.

Resonant collisions can also transfer several quanta. As a trial, I went back to equal cross sections and added two-quantum transitions with half the one-quantum cross section. Their return weight is r², the fraction of molecules with v ≥ 2. At leading order, their drag is

2w(q/2)(1 − r²) = wq(1 − r²).

Going from cold to excited gas therefore reduces the total drag by wq(r + r²) = 0.617wq, compared with 0.431wq for one-quantum transitions alone. The calculated refill factor is 6.5, measured against a cold gas that also has the two-quantum loss.

Q: How much should I trust the two-term distribution when the resonance is this strong?

A: The relation for f₁ gives

f₁/f = (E/N)s/σm.

At 2.4 eV this is 4 × 2.461/20 = 0.49 in cold gas and 0.20 in excited gas. The cold value is not very small, so the approximation needs an independent comparison.

I followed 8000 simulated electrons through random collisions without expanding their angular distribution. Averaging μ over f + μf₁ gives f₁/(3f), or 0.164 in cold gas; the particles gave 0.167. Their mean energies were 1.38 eV cold and 2.54 eV excited, within about 1% of the two-term values.

For the refill, I compared the electron population at 3.8–4.2 eV with that at 1.8–2.2 eV. The excited-to-cold change in this ratio was 4.5 for the particles and 4.9 for the two-term solution. The two-term form overstates the refill by roughly a tenth, mostly through the cold gas, where the angular distribution is more lopsided. Sampling noise also enters the particle value. Within the two-level model, the several-fold refill is not in doubt.

Q: What about elastic recoil and collisions between electrons?

A: Compare energy losses per unit path with the net vibrational value, Nwσ(x₀ − x₁). Isotropic elastic scattering from a molecule of mass M loses an average fraction 2/M of the electron energy, so recoil contributes 2Nεσm/M. At 2.4 eV this is 0.5% of the net vibrational drag.

For Coulomb collisions, a distant encounter at impact parameter b with a slow electron transfers momentum 2/(bv) and energy 2/(b²v²). Integration over rings of area 2πb db gives a loss per unit path of

4πnₑ lnΛ/v² = 2πnₑ lnΛ/ε,

where nₑ is the electron density and lnΛ is the logarithm of the ratio of the largest to the smallest b. For nₑ/N = 10⁻⁶ and lnΛ = 10, this is 1.6% of the vibrational drag. It is a size estimate, since the other electrons are not truly slow. It grows in proportion to nₑ/N and would reach about 16% at 10⁻⁵. These ratios hold at the resonance peak; away from it the vibrational drag is weaker, and at 10⁻⁶ the ratio is 57% at 1 eV and 33% at 4 eV. With electron-electron collisions added to the kinetic equation, the refill factor falls by about 1% at 10⁻⁶ and by about 7%, to 4.4, at 10⁻⁵.

Q: How close is this example to the nitrogen in my reactor?

A: The pressure, field and vibrational temperature are chosen inputs, to be replaced by the values in your reactor. The cross sections are simplified: the real resonance has fine structure and excites several final levels, σm varies with energy, and electronic excitation has several thresholds, some below 7.25 eV. The two-level assumption is plainly broken in a reactor. The ladder trials above moved the refill factor from 4.8 to values between 2.3 and 6.5, but all of them keep a vibrational loss much weaker than that of real nitrogen, where the resonance excites about eight levels. A rough trial had eight such channels, with Gaussian peaks falling from 5 to 0.35 Å², standard deviation 0.35 to 0.45 eV and return weights rⁿ for n quanta. It gave refill factors of about 50 to 110 at 40 Td, and about 12 with all peaks halved. I would therefore take the mechanism and the direction of the effect from this model, but not its size. In the same two-level model the factor is far larger at 20 Td and only about 1.3 at 100 Td. Real vibrational populations may also depart from a single Tv. Rotational excitation and ionization are left out, and their effect has not been sized here. The field is also taken as steady and uniform. At 13.56 MHz its angular frequency is about one to three times the rate at which vibrational collisions drain energy at 2.4 eV, and an electron must travel about 1 cm along this field to gain 7.25 eV. The balance above therefore does not carry over unchanged to a radio-frequency discharge or to a field that varies over such distances. For a prediction, use level-resolved cross sections and populations, and solve for the field together with the discharge. The numerical output below gives the remaining values.

Values computed for the example and the checks

```
Pressure 1.0 Torr; gas temperature 500 K
Reduced field 40 Td; electric field 7.73 V/cm
Vibrational temperature 4000 K = 0.3447 eV
Quantum w 0.29 eV; electronic loss 7.25 eV
Resonance centre 2.4 eV; Gaussian width 0.6 eV
Peak vibrational cross section 3.0 angstrom^2
Momentum-transfer cross section 20.0 angstrom^2
Electronic cross-section scale 2.0 angstrom^2
Level fractions x0 0.6987, x1 0.3013; ratio r 0.4311
At centre: A 0.640 eV^3 angstrom^2
At centre: q 7.200 eV angstrom^2
Reciprocity ratio from scattering 1.00000000
Uniform-model slope, cold 2.362 1/eV
Uniform-model slope, excited 0.889 1/eV
Uniform slope at A=0.01 eV^3 angstrom^2 2.803 1/eV
Zero-field limit 1/Tv 2.901 1/eV
f(2 eV): cold 0.15298, excited 0.17416 eV^-3/2
f(3 eV): cold 0.01665, excited 0.06782 eV^-3/2
f(4 eV): cold 0.00779, excited 0.04244 eV^-3/2
f(4)/f(2), no vibrational collisions 0.5519
f(4)/f(2), cold 0.0509; excited 0.2437
Refill factor 4.785
Refill factor, superelastic collisions off 1.897
Mean energy: cold 1.364, excited 2.517 eV
Slope at centre, cold: full 2.461, law 2.409 1/eV
Fluxes/inelastic, cold: field 1.0256, return 0.0000, electronic 0.0257
Slope at centre, excited: full 1.020, law 1.004 1/eV
Fluxes/inelastic, excited: field 0.5053, return 0.5779, electronic 0.0832
Excited-gas power shares: vibration 0.5239, electronic 0.4761
Refill factor at Tv 2000 K: 2.339
Refill factor at Tv 4000 K: 4.785
Refill factor at Tv 6000 K: 6.411
Pair return/inelastic ratio at 40 Td: 0.5792
Pair return/inelastic ratio at 20 Td: 0.7500
Pair return/inelastic ratio at 10 Td: 0.9064
Refill factor, harmonic ladder 3.712
Refill factor, ladder plus two-quantum 6.526
f1/f0 at centre: cold 0.492, excited 0.204
Mean cosine, particles: cold 0.167, excited 0.068
Mean energy, particles: cold 1.378, excited 2.541 eV
Window refill: two-term 4.87, particles 4.48
All-energy return/inelastic events: two-term 0.547, particles 0.547
Elastic recoil drag / net vibrational drag 0.0054
Ionization degree 1.0e-06; Coulomb logarithm 10
Electron-electron drag / net vibrational drag 0.0157
```
